# Thomas-Fermi tails of a neutral donor line and donor plane: a numerical check

```python
"""
Result under test: in zero-temperature Thomas-Fermi theory the potential of a
neutral donor line falls as A_line/r^4 and that of a neutral donor plane as
A_plane/z^4, with A_line/A_plane = 16/25 for any donor densities.

Symbols (Hartree atomic units unless a name says otherwise):
  phi   depth of the band edge below the Fermi level
  C     constant in Laplacian(phi) = C phi^(3/2)
  eps, valleys, m_l, m_t, m_d   permittivity, valley number, ellipsoid masses,
        density-of-states mass per valley
  chi   scaled potential, Laplacian(chi) = chi^(3/2), unit source at the origin
  u     potential divided by its limiting inverse-fourth-power law
"""
import numpy as np
from scipy.linalg import solve_banded
from scipy.integrate import simpson
from scipy import constants as sc

STEP = 0.002
T_GRID = np.arange(-7.0, 16.0, STEP)      # logarithm of distance
X_GRID = np.exp(T_GRID)


def solve_scaled(k, source=1.0):
    """Solve x^-k (x^k chi')' = chi^(3/2), x^k chi' -> -source at x = 0.

    k = 0 is a plane, k = 1 a line.  The far end is grounded (chi = 0), so no
    tail is assumed.  Newton iteration on a finite-volume grid."""
    x = X_GRID
    face = x * np.exp(STEP / 2)
    conduct = face**k / (x * np.expm1(STEP))
    volume = np.diff(np.concatenate(([0.0], face**(k + 1)))) / (k + 1)
    chi = np.ones_like(x)
    bands = np.zeros((3, len(x)))
    bands[0, 1:] = -conduct[:-1]
    bands[2, :-1] = -conduct[:-1]
    base = conduct.copy()
    base[1:] += conduct[:-1]
    for _ in range(250):
        bands[1] = base + 1.5 * volume * np.sqrt(chi)
        rhs = 0.5 * volume * chi**1.5
        rhs[0] += source
        new = solve_banded((1, 1), bands, rhs)
        assert np.all(new > 0)
        change = np.max(np.abs(new / chi - 1))
        chi = new
        if change < 1e-6:
            return chi
    raise AssertionError("Newton iteration did not converge")


def at(t, values):
    return np.interp(t, T_GRID, values)


# ---- universal line and plane solutions, with no tail put in ----
chi_line = solve_scaled(1)
chi_plane = solve_scaled(0)
tail_line = at(13.0, chi_line * X_GRID**4)
tail_plane = at(13.0, chi_plane * X_GRID**4)
assert abs(tail_line / 16**2 - 1) < 5e-4
assert abs(tail_plane / 20**2 - 1) < 5e-4
assert abs(tail_line / tail_plane - 16 / 25) < 5e-4

# the tails do not depend on the donor density
for k, reference in ((1, tail_line), (0, tail_plane)):
    strong = solve_scaled(k, source=50.0)
    assert abs(at(13.0, strong * X_GRID**4) / reference - 1) < 5e-4

# closed plane profile over the whole range away from the grounded end
inner = T_GRID < 12.0
offset = 1600**0.2
closed_plane = 400 / (X_GRID + offset)**4
plane_error = np.max(np.abs(chi_plane / closed_plane - 1)[inner])
assert plane_error < 5e-4

# neutrality of the line: electrons per length equal the unit source
line_charge = simpson(chi_line**1.5 * X_GRID**2, x=T_GRID)
assert abs(line_charge - 1) < 1e-4

# upper bound, and lower bound started from several radii
u_line = chi_line * X_GRID**4 / 256
assert np.max(u_line[inner]) < 1 + 1e-4     # allowance for grid error
for t_start in (-1.0, 1.0, 3.0, 5.0):
    u_start = at(t_start, u_line)
    power = np.sqrt(16 + 8 * u_start) - 4
    outside = inner & (T_GRID >= t_start)
    bound = 1 - (1 - u_start) * np.exp(-power * (T_GRID[outside] - t_start))
    assert np.all(u_line[outside] >= bound - 1e-4)

# exponent of the leading correction; differences cancel a constant grid error
u8, u9, u10 = (at(t, u_line) for t in (8.0, 9.0, 10.0))
slope_measured = np.log((u9 - u8) / (u10 - u9))
slope_theory = 2 * np.sqrt(6) - 4
assert abs(slope_measured - slope_theory) < 0.01
amplitude = (u10 - u9) / (np.exp(-9 * slope_theory)
                          - np.exp(-10 * slope_theory))
log_constant = chi_line[0] + T_GRID[0]

# ---- silicon with phosphorus: rough typical inputs ----
eps, valleys, m_l, m_t = 11.7, 6, 0.92, 0.19
gap_eV = 1.1
sheet_cm2, width_nm = 2e14, 1.5
temperature_K, background_cm3 = 4.2, 1e15
m_d = (m_l * m_t**2)**(1 / 3)
bohr_nm = sc.physical_constants["Bohr radius"][0] * 1e9
hartree_eV = sc.physical_constants["Hartree energy in eV"][0]
C = 8 * np.sqrt(2) * valleys * m_d**1.5 / (3 * np.pi * eps)
A_line = 18 * np.pi**2 * eps**2 / (valleys**2 * m_d**3)
A_plane = 225 * np.pi**2 * eps**2 / (8 * valleys**2 * m_d**3)


def density(phi):
    return valleys * (2 * m_d * phi)**1.5 / (3 * np.pi**2)


# density law against a count of plane-wave states in a periodic box
phi_test, radius_t = 0.01, 30.3
box = 2 * np.pi * radius_t / np.sqrt(2 * m_t * phi_test)
radius_l = radius_t * np.sqrt(m_l / m_t)
n_t = np.arange(-31, 32)
n_l = np.arange(-int(radius_l) - 1, int(radius_l) + 2)
energy_ratio = ((n_t[:, None, None]**2 + n_t[None, :, None]**2) / radius_t**2
                + n_l[None, None, :]**2 / radius_l**2)
counted = 2 * valleys * np.count_nonzero(energy_ratio <= 1) / box**3
assert abs(counted / density(phi_test) - 1) < 5e-3

# tail coefficients from an SI calculation
C_SI = (sc.e**2 / (sc.epsilon_0 * eps) * valleys
        * (2 * m_d * sc.m_e)**1.5 / (3 * np.pi**2 * sc.hbar**3))
to_eV_nm4 = hartree_eV * bohr_nm**4
for number, coefficient in ((16, A_line), (20, A_plane)):
    SI_value = (number / C_SI)**2 / sc.e * 1e36
    assert abs(SI_value / (coefficient * to_eV_nm4) - 1) < 1e-6

# physical line and plane potentials
sheet_nm2 = sheet_cm2 * 1e-14
line_per_nm = sheet_nm2 * width_nm
q = 2 * line_per_nm * bohr_nm / eps
length = (C**2 * q)**-0.25
r_nm_grid = X_GRID * length * bohr_nm
phi_line = q * chi_line
N = sheet_nm2 * bohr_nm**2
z0 = (2 * eps * A_plane / (np.pi * N))**0.2


def line_at(r_nm):
    return np.exp(np.interp(np.log(r_nm), np.log(r_nm_grid),
                            np.log(phi_line)))


def plane_at(z_nm):
    return A_plane / (z_nm / bohr_nm + z0)**4


# initial slope of the plane profile must carry half the sheet charge
dz = 1e-4
slope_plane = (-3 * plane_at(0) + 4 * plane_at(dz) - plane_at(2 * dz)) \
    / (2 * dz)
field_plane = -slope_plane * hartree_eV * 10       # eV/nm to MV/cm
gauss_field = sc.e * sheet_cm2 * 1e4 / (2 * eps * sc.epsilon_0) * 1e-8
assert abs(field_plane / gauss_field - 1) < 1e-5

# sizes of neglected effects
log_slope = np.gradient(np.log(phi_line), STEP)
wave_change = (np.abs(log_slope) / (r_nm_grid / bohr_nm)
               / (2 * np.sqrt(2 * m_t * phi_line)))
exchange_ratio = np.sqrt(2 * m_d * phi_line) / (np.pi * eps) / phi_line
r_limit = np.sqrt(2 * m_t * A_line) / 2 * bohr_nm
z_limit = np.sqrt(2 * m_t * A_plane) / 2 * bohr_nm
r_far = at(11.0, r_nm_grid)
assert abs(at(11.0, wave_change) / (r_far / r_limit) - 1) < 0.01
best = np.argmin(np.where(inner, wave_change, np.inf))


def radius_for_u(target):
    return np.exp(np.interp(target, u_line[inner],
                            np.log(r_nm_grid[inner])))


def radius_for_phi(target):
    return np.exp(np.interp(-np.log(target), -np.log(phi_line),
                            np.log(r_nm_grid)))


r90, r99 = radius_for_u(0.9), radius_for_u(0.99)
line_needed = line_per_nm * (r90 / r_limit)**4
kT = sc.k * temperature_K / sc.e / hartree_eV
r_thermal = radius_for_phi(kT)
n_background = background_cm3 * (bohr_nm * 1e-7)**3
phi_background = (3 * np.pi**2 * n_background / valleys)**(2 / 3) / (2 * m_d)
r_background = radius_for_phi(phi_background)
half = width_nm / 2
field_line = (np.interp(half, r_nm_grid, -log_slope * phi_line / r_nm_grid)
              * hartree_eV * 10)

print(f"Scaled line tail, numerical: {tail_line:.3f}")
print(f"Scaled plane tail, numerical: {tail_plane:.3f}")
print(f"Ratio of numerical tails: {tail_line / tail_plane:.5f}")
print(f"Largest relative plane-profile error: {plane_error:.1e}")
print(f"Scaled electron charge of line: {line_charge:.6f}")
print(f"Correction exponent, numerical: {slope_measured:.4f}")
print(f"Correction exponent, theory: {slope_theory:.4f}")
print(f"Correction amplitude in scaled x: {amplitude:.2f}")
print(f"Constant B in chi = -ln x + B: {log_constant:.4f}")
print(f"Inputs: eps {eps}, valleys {valleys}, m_l {m_l}, m_t {m_t} m_e")
print(f"Density-of-states mass per valley: {m_d:.4f} m_e")
print(f"Sheet density: {sheet_cm2:.1e} cm^-2")
print(f"Strip width: {width_nm:.2f} nm")
print(f"Line density: {line_per_nm:.2f} nm^-1")
print(f"C: {C:.5f} hartree atomic units")
print(f"A_line: {A_line:.1f} hartree bohr^4")
print(f"A_line: {A_line * to_eV_nm4:.4f} eV nm^4")
print(f"A_plane: {A_plane:.1f} hartree bohr^4")
print(f"A_plane: {A_plane * to_eV_nm4:.4f} eV nm^4")
print(f"Line scaling length: {length * bohr_nm:.4f} nm")
print(f"Line scaling energy q: {q * hartree_eV * 1e3:.1f} meV")
print(f"Plane offset z0: {z0 * bohr_nm:.4f} nm")
print("Distance nm | line meV | plane meV | line/plane | u_line")
for r in (2, 5, 10, 100, 1000, 10000):
    a, b = line_at(r), plane_at(r)
    u = a * (r / bohr_nm)**4 / A_line
    print(f"{r:6d} | {a * hartree_eV * 1e3:.3e} | "
          f"{b * hartree_eV * 1e3:.3e} | {a / b:.4f} | {u:.4f}")
print(f"Line reaches 90% of its tail law at: {r90:.1f} nm")
print(f"Line reaches 99% of its tail law at: {r99:.0f} nm")
print("Distance nm | wavelength change | exchange/depth (line)")
for r in (1, 2, 5, 10):
    w = np.interp(r, r_nm_grid, wave_change)
    e = np.interp(r, r_nm_grid, exchange_ratio)
    print(f"{r:6d} | {w:.2f} | {e:.2f}")
print(f"Smallest wavelength change for line: {wave_change[best]:.2f}")
print(f"  found at: {r_nm_grid[best]:.2f} nm")
print(f"Semiclassical limit of line tail: {r_limit:.2f} nm")
print(f"Semiclassical limit of plane tail: {z_limit:.2f} nm")
print(f"Line density for 90% tail at that limit: {line_needed:.1e} nm^-1")
print(f"Thermal energy at {temperature_K} K: {kT * hartree_eV * 1e3:.3f} meV")
print(f"Line depth equals thermal energy at: {r_thermal:.2f} nm")
print(f"Background doping: {background_cm3:.1e} cm^-3")
print(f"Line electron density equals it at: {r_background:.2f} nm")
print(f"Plane depth at z = 0: {plane_at(0) * hartree_eV:.3f} eV")
print(f"Line depth at half width: {line_at(half) * hartree_eV:.3f} eV")
print(f"Band gap, rough input: {gap_eV:.1f} eV")
print(f"Field beside plane: {field_plane:.2f} MV/cm")
print(f"Field of line at half width: {field_line:.2f} MV/cm")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Scaled line tail, numerical: 255.970
Scaled plane tail, numerical: 399.989
Ratio of numerical tails: 0.63994
Largest relative plane-profile error: 1.3e-05
Scaled electron charge of line: 0.999991
Correction exponent, numerical: 0.8932
Correction exponent, theory: 0.8990
Correction amplitude in scaled x: 14.73
Constant B in chi = -ln x + B: 0.1187
Inputs: eps 11.7, valleys 6, m_l 0.92, m_t 0.19 m_e
Density-of-states mass per valley: 0.3214 m_e
Sheet density: 2.0e+14 cm^-2
Strip width: 1.50 nm
Line density: 3.00 nm^-1
C: 0.11219 hartree atomic units
A_line: 20339.8 hartree bohr^4
A_line: 4.3401 eV nm^4
A_plane: 31780.9 hartree bohr^4
A_plane: 6.7814 eV nm^4
Line scaling length: 0.3893 nm
Line scaling energy q: 738.4 meV
Plane offset z0: 1.7734 nm
Distance nm | line meV | plane meV | line/plane | u_line
     2 | 2.306e+01 | 3.345e+01 | 0.6894 | 0.0850
     5 | 1.953e+00 | 3.222e+00 | 0.6063 | 0.2813
    10 | 2.093e-01 | 3.530e-01 | 0.5931 | 0.4823
   100 | 3.929e-05 | 6.321e-05 | 0.6215 | 0.9052
  1000 | 4.285e-09 | 6.734e-09 | 0.6364 | 0.9874
 10000 | 4.333e-13 | 6.777e-13 | 0.6394 | 0.9984
Line reaches 90% of its tail law at: 93.9 nm
Line reaches 99% of its tail law at: 1297 nm
Distance nm | wavelength change | exchange/depth (line)
     1 | 1.29 | 0.37
     2 | 1.73 | 0.75
     5 | 3.06 | 2.57
    10 | 5.26 | 7.86
Smallest wavelength change for line: 1.06
  found at: 0.30 nm
Semiclassical limit of line tail: 2.33 nm
Semiclassical limit of plane tail: 2.91 nm
Line density for 90% tail at that limit: 8.0e+06 nm^-1
Thermal energy at 4.2 K: 0.362 meV
Line depth equals thermal energy at: 8.50 nm
Background doping: 1.0e+15 cm^-3
Line electron density equals it at: 16.75 nm
Plane depth at z = 0: 0.686 eV
Line depth at half width: 0.155 eV
Band gap, rough input: 1.1 eV
Field beside plane: 15.47 MV/cm
Field of line at half width: 3.23 MV/cm
ALL CHECKS PASSED
```
